# Diffusion Length for a Tenfold Reduction of a Resist Standing Wave

## Problem

Light of vacuum wavelength $\lambda=193$ nm enters a resist of refractive index $n=1.70$ at normal incidence. The wave reflected from below has a field amplitude $r=0.30$ relative to the incident one. The two waves interfere, and the exposure varies periodically with the depth $z$. The period is $P=56.8$ nm.

The exposure creates a mobile species, for example an acid, with a concentration proportional to the local light intensity. During a bake of 60 s the species diffuses with a constant diffusivity $D$. Absorption of light, loss of the species and the surfaces of the film are neglected, so the resist is treated as unbounded.

The modulation of a concentration profile is defined by

$$M=\frac{c_{\max}-c_{\min}}{c_{\max}+c_{\min}} .$$

The diffusion length $\sigma$ is the standard deviation of the displacement of the species along $z$.

1. Which $\sigma$ reduces the modulation tenfold, and which $D$ does this require?
2. The species catalyses a reaction while it diffuses. By what factor is the modulation of the immobile reaction product reduced at the end of the same bake, compared with a bake without diffusion?

## The initial profile

Inside the resist the wave number is $k=2\pi n/\lambda$. With the origin of $z$ placed at an intensity maximum, $r$ is real and positive, and the intensity relative to that of the incident wave is

$$\begin{aligned}
I(z)&=\left(e^{ikz}+re^{-ikz}\right)\left(e^{-ikz}+re^{ikz}\right)\\
&=1+r^2+r\left(e^{2ikz}+e^{-2ikz}\right)\\
&=1+r^2+2r\cos(2kz).
\end{aligned}$$

The pattern repeats when $2kz$ grows by $2\pi$, so the period is

$$P=\frac{\pi}{k}=\frac{\lambda}{2n}=\frac{193\ \text{nm}}{2\times1.70}=56.76\ \text{nm},$$

which is the given 56.8 nm after rounding. This length is the distance between neighbouring maxima. It says nothing about how strong the modulation is.

Dividing $I$ by its mean $1+r^2$ gives the initial concentration

$$c(z,0)=c_0\left[1+M_0\cos(qz)\right],\qquad q=\frac{2\pi}{P},\qquad M_0=\frac{2r}{1+r^2}.$$

The maximum is $c_0(1+M_0)$ and the minimum $c_0(1-M_0)$. Their difference is $2c_0M_0$ and their sum $2c_0$, so $M_0$ is indeed the modulation as defined above. Its value is $0.60/1.09=0.5505$. A reflected wave with 9% of the incident intensity thus produces a modulation of 55%, because interference depends on the amplitude $r$ and not on $r^2$.

## First estimate by scaling

The concentration obeys the diffusion equation

$$\frac{\partial c}{\partial t}=D\,\frac{\partial^2c}{\partial z^2}.$$

Let $A$ be the amplitude of the modulation. The concentration falls from its crest to its mean value over a quarter period, $\ell=P/4=14.2$ nm. The second derivative at the crest is therefore of the order of $-A/\ell^2$, and the amplitude decays roughly as

$$\frac{dA}{dt}\approx-\frac{D}{\ell^2}A
\qquad\Rightarrow\qquad
A(t)\approx A(0)\,e^{-Dt/\ell^2}.$$

A tenfold reduction needs $Dt/\ell^2\approx\ln10$. The variance of a diffusive displacement along one axis is $\sigma^2=2Dt$, which is derived below. Hence

$$\sigma\approx\ell\sqrt{2\ln10}=14.2\ \text{nm}\times2.146=30.5\ \text{nm}.$$

The estimate shows that $\sigma$ is proportional to the period and depends weakly on the reduction asked for, through the square root of a logarithm. Its numerical factor is uncertain, since the choice of $\ell$ and the form $A/\ell^2$ are both rough.

## Exact solution

### From diffusion to a Gaussian blur

Consider a unit amount of the species released at $u=0$. The claim is that it spreads as

$$G(u,t)=\frac{1}{\sqrt{4\pi Dt}}\,e^{-u^2/(4Dt)} .$$

To verify this, differentiate with respect to time. The prefactor contributes $-1/(2t)$ and the exponent $+u^2/(4Dt^2)$:

$$\frac{\partial G}{\partial t}=\left(-\frac1{2t}+\frac{u^2}{4Dt^2}\right)G .$$

The first derivative in space is $\partial G/\partial u=-\dfrac{u}{2Dt}G$. Differentiating once more with the product rule gives

$$\frac{\partial^2G}{\partial u^2}=\left(-\frac1{2Dt}+\frac{u^2}{4D^2t^2}\right)G .$$

Multiplication by $D$ reproduces $\partial G/\partial t$, so $G$ solves the diffusion equation. It has unit area at all times, and its width shrinks to zero as $t\to0$, as a point release requires. Comparison with the normal distribution, whose exponent is $-u^2/(2\sigma^2)$, gives $2\sigma^2=4Dt$, that is

$$\sigma^2=2Dt .$$

The diffusion equation is linear. An arbitrary initial profile is a sum of point releases, and the later profile is the sum of their Gaussians:

$$c(z,t)=\int_{-\infty}^{\infty}G(u,t)\,c(z-u,0)\,du .$$

### The effect of the blur on a cosine

Insert the initial profile. The constant term stays $c_0$, because $G$ has unit area. For the cosine, use

$$\cos[q(z-u)]=\cos(qz)\cos(qu)+\sin(qz)\sin(qu).$$

The integral of $G\sin(qu)$ vanishes, since $G$ is even in $u$ and the sine is odd. What remains is $\cos(qz)\,J(q)$ with

$$J(q)=\int_{-\infty}^{\infty}G\cos(qu)\,du .$$

To find $J$, differentiate with respect to $q$:

$$\frac{dJ}{dq}=-\int_{-\infty}^{\infty}u\,G\sin(qu)\,du .$$

The Gaussian satisfies $\partial G/\partial u=-uG/\sigma^2$, so $uG=-\sigma^2\,\partial G/\partial u$. Substitution and integration by parts give

$$\frac{dJ}{dq}=\sigma^2\int_{-\infty}^{\infty}\frac{\partial G}{\partial u}\sin(qu)\,du
=\sigma^2\Big[G\sin(qu)\Big]_{-\infty}^{\infty}-\sigma^2q\int_{-\infty}^{\infty}G\cos(qu)\,du .$$

The boundary term is zero because $G$ vanishes at infinity, and the last integral is $J$. Thus $dJ/dq=-\sigma^2qJ$. With $J(0)=1$, the area of $G$, the solution is

$$J(q)=e^{-q^2\sigma^2/2}.$$

The blurred profile is

$$c(z,t)=c_0\left[1+M_0e^{-q^2\sigma^2/2}\cos(qz)\right].$$

Mean, period and phase are unchanged, and the modulation is multiplied by

$$\frac{M}{M_0}=e^{-q^2\sigma^2/2}=e^{-2\pi^2\sigma^2/P^2}.$$

The diffusion equation confirms this directly. The second derivative of $\cos(qz)$ is $-q^2\cos(qz)$, so the amplitude obeys $dA/dt=-Dq^2A$ and decays as $e^{-Dq^2t}$. With $Dt=\sigma^2/2$ this is the same factor.

### The diffusion length and the diffusivity

For a reduction by a factor $R$, set $M/M_0=1/R$ and take the logarithm:

$$\frac{2\pi^2\sigma^2}{P^2}=\ln R
\qquad\Rightarrow\qquad
\sigma=P\sqrt{\frac{\ln R}{2\pi^2}} .$$

For $R=10$,

$$\frac{\sigma}{P}=\sqrt{\frac{2.30259}{19.7392}}=0.34154,\qquad
\sigma=0.34154\times56.8\ \text{nm}=19.4\ \text{nm}.$$

The modulation falls from 0.5505 to 0.0550. The initial value does not enter $\sigma$, so a better or worse antireflective layer changes both modulations but not their ratio.

The variance is $\sigma^2=376.3\ \text{nm}^2$. With a bake time of 60 s,

$$D=\frac{\sigma^2}{2t}=\frac{376.3\ \text{nm}^2}{120\ \text{s}}=3.14\ \text{nm}^2/\text{s}.$$

Two numerical tests reach the result by other roads. A root search on the numerically convolved profile returns 19.400 nm. A solution of the diffusion equation on a grid of 200 points per period gives a factor of 0.10002 instead of 0.1; the small excess is of the size expected from the finite grid spacing. The values are listed in the numerical output.

### The reaction product

The second question concerns a different quantity. Suppose that the species catalyses a first-order reaction with rate constant $\kappa$ per unit concentration, and that little of the reactant is used up. The product $p$ then grows as $\partial p/\partial t=\kappa c$. It does not move, so after a bake of length $T$ it records the whole history of the concentration:

$$p(z)=\kappa\int_0^Tc(z,t)\,dt
=\kappa c_0T\left[1+M_0\cos(qz)\,\frac1T\int_0^Te^{-Dq^2t}\,dt\right].$$

With $s=Dq^2T$ the time average is

$$\frac1T\int_0^Te^{-Dq^2t}\,dt=\frac{1-e^{-Dq^2T}}{Dq^2T}=\frac{1-e^{-s}}{s}.$$

Without diffusion $s\to0$ and this factor tends to 1, so it is the reduction asked for. In the bake found above, $e^{-s}=1/10$ and $s=\ln10$. The factor is

$$\frac{0.9}{2.30259}=0.391 .$$

The product keeps a modulation of $0.5505\times0.391=0.215$, although that of the species has fallen to 0.055. The reason is that the early part of the bake, when the standing wave is still strong, counts as much as the late part. The value 0.391 holds only at small conversion. If the reactant is consumed, the converted fraction is $1-\exp\left(-\kappa\int_0^Tc\,dt\right)$, and the factor falls to 0.36 at $\kappa c_0T=0.7$ (about 50% conversion) and to 0.29 at $\kappa c_0T=2.3$ (about 90%).

A tenfold reduction in the product needs $(1-e^{-s})/s=0.1$. The nonzero root is very near $s=10$, since $e^{-10}$ is negligible beside 1. From $s=q^2\sigma^2/2$,

$$\sigma=\frac{P}{2\pi}\sqrt{2s}\approx9.04\ \text{nm}\times4.47=40.4\ \text{nm},$$

about twice the earlier length. At large $s$ the product modulation falls as $1/s$, which is much slower than the exponential decay of the species. The 19.4 nm therefore applies if diffusion has ended before the reaction starts, or if the final concentration of the species is itself the quantity of interest.

## Comparison of the estimate with the exact result

The scaling estimate gave 30.5 nm and the exact calculation 19.4 nm. Both have the form $\sigma=L\sqrt{2\ln R}$. The estimate used $L=P/4$, whereas the exact length is $L=1/q=P/(2\pi)=9.04$ nm. The ratio of the two results is therefore

$$\frac{P/4}{P/(2\pi)}=\frac{\pi}{2}=1.57 .$$

The error lies in the curvature at the crest. The estimate took its magnitude as $A/\ell^2=16A/P^2$, while the cosine has $Aq^2=39.5A/P^2$. Part of the difference has a simple origin. A parabola that falls by $A$ over the distance $\ell$ is $A(1-z^2/\ell^2)$, and its second derivative has magnitude $2A/\ell^2$. Including this factor of 2 doubles the decay rate and divides the estimated $\sigma$ by $\sqrt2$:

$$\sigma\approx\frac{30.5\ \text{nm}}{\sqrt2}=21.5\ \text{nm},$$

which is 11% above the exact value. The rest arises because a cosine is more strongly curved at its crest than this parabola and becomes straight at the point where it crosses the mean.

Near a tenfold reduction, an error in length is magnified in the modulation, because the exponent is proportional to $\sigma^2$ and its value, $\ln10$, is already larger than 1. With $\sigma$ larger by $\pi/2$, the exponent is $2.303\times(\pi/2)^2=5.68$, and the reduction would be about 290-fold instead of tenfold. Even the improved estimate would give a 17-fold reduction. Scaling is thus good enough to find the size of the diffusion length, but not to predict the remaining modulation.

## Reading the result

**Sensitivity.** From $\ln(M/M_0)=-2\pi^2\sigma^2/P^2$ it follows that

$$\frac{d\ln M}{d\ln\sigma}=-\frac{4\pi^2\sigma^2}{P^2}=-2\ln10=-4.605$$

at the solution. A diffusion length 1% too long lowers the final modulation by about 4.5% of its value. The modulation factors at shorter lengths show how the effect sets in:

| $\sigma$ (nm) | $M/M_0$ |
|---|---|
| 5 | 0.858 |
| 10 | 0.542 |
| 15 | 0.252 |
| 19.4 | 0.100 |

For small $\sigma$ the factor is close to $1-q^2\sigma^2/2$, so the first few nanometres of blur do little. At 5 nm this expansion gives 0.847, near the full value of 0.858.

**Convention.** The name diffusion length is also given to $\sqrt{Dt}$ and to $2\sqrt{Dt}$. For the same process these are 13.7 nm and 27.4 nm. The mix-up matters. If 13.7 nm were used as the standard deviation, $\sigma^2$ would be halved and the modulation would fall by $\sqrt{10}\approx3.2$. If 27.4 nm were used, $\sigma^2$ would be doubled and the reduction would be hundredfold.

**Exposure that is not proportional to intensity.** At high dose the response saturates and the profile acquires harmonics $\cos(mqz)$. Replacing $q$ by $mq$ in $J$ shows that harmonic $m$ is multiplied by $10^{-m^2}$ at the $\sigma$ found here, so the second harmonic drops to $10^{-4}$ of its initial amplitude. Take a profile $1+a_1\cos(qz)+a_2\cos(2qz)$ with $a_1>4|a_2|$. Its slope is proportional to $\sin(qz)\,[a_1+4a_2\cos(qz)]$, and the bracket has no zero, so the extrema stay at $qz=0$ and $\pi$. Their values are $1\pm a_1+a_2$, and the modulation is $a_1/(1+a_2)$. After the blur it is very nearly $0.1\,a_1$. The ratio is then $0.1(1+a_2)$ rather than 0.1. A saturating response also has higher harmonics, which shift the ratio further. For $c\propto1-e^{-\beta I}$, with $I$ scaled to unit mean and $r=0.30$, the ratio is 0.094 at $\beta=1$ and 0.090 at $\beta=2$, against 0.095 and 0.094 from the two-term formula. The fundamental is still reduced tenfold, but the modulation defined by the extrema is not exactly so.

**Surfaces.** If the species cannot leave through a surface, the slope of $c$ must vanish there. The cosine meets this condition when a crest or a trough lies at the surface, and the solution then holds up to that plane. For any other phase the profile near the surface is changed. The solution with a single such surface is found by reflecting the initial profile in it and blurring the extended profile as before. At a depth of $3\sigma=58$ nm, 0.13% of the Gaussian weight comes from beyond the surface. The reflected profile differs there from the unbounded one by at most $2M_0c_0$, so the concentration changes by at most $0.0015\,c_0$. This is about 3% of the remaining amplitude $0.055\,c_0$. In a film only one or two periods thick, no point is this far from both surfaces. The unbounded result still holds if a crest or a trough lies at each surface, but for other phases the remaining modulation can be several times larger.

**The price in the image.** If diffusion is equally fast in all directions, the same $\sigma$ also blurs the lateral pattern. A lateral cosine of period $p$ loses the factor $e^{-2\pi^2\sigma^2/p^2}=10^{-(P/p)^2}$. For $p=2P=113.6$ nm the factor is $10^{-1/4}=0.56$, so 44% of the wanted modulation is lost. This uses the $\sigma$ found for normal incidence, whereas fine lateral patterns are formed by oblique waves. Take two waves of equal amplitude at angles $\pm\theta$ to the normal inside the resist, with the electric field perpendicular to the plane in which they travel. Together with their reflections they give a lateral period $p=P/\sin\theta$ and a standing wave with the longer vertical period $P/\cos\theta$. The $\sigma$ needed for a tenfold reduction grows by $1/\cos\theta$, and the lateral factor becomes $10^{-\tan^2\theta}$. For $p=2P$, where $\theta=30^\circ$, it is $10^{-1/3}=0.46$ instead of 0.56. For $p=4P$ it is 0.86. These factors refer to the final concentration of the species. If the image is formed by the immobile product at small conversion, a tenfold reduction of its standing wave on a bright line needs $\sigma\approx56$, 45 and 42 nm for $p=2P$, $4P$ and $6P$. The lateral factors of the product are then 0.20, 0.70 and 0.86. Removing the standing wave by diffusion thus costs little only when the lateral period is several times $\lambda/(2n)$, and the period must be longer still when the product forms the image. Reducing $r$ lowers $M_0$ without any blur.

## Calculated quantities

```
wavelength in vacuum: 193.0 nm
refractive index: 1.70
period from adjacent intensity peaks: 56.76 nm
period used: 56.8 nm
required reduction: 10 (dimensionless)
ln(reduction): 2.30259 (dimensionless)
sigma/period: 0.34154 (dimensionless)
sigma from closed form: 19.400 nm
sigma from root search: 19.400 nm
reflected field amplitude r: 0.30 (dimensionless)
initial modulation: 0.5505 (dimensionless)
final modulation: 0.05505 (dimensionless)
modulation factor at sigma = 5 nm: 0.8582 (dimensionless)
modulation factor at sigma = 10 nm: 0.5424 (dimensionless)
modulation factor at sigma = 15 nm: 0.2524 (dimensionless)
d ln M / d ln sigma at the answer: -4.605 (dimensionless)
second-harmonic factor: 1.000e-04 (dimensionless)
bake time: 60 s
required diffusivity: 3.136 nm^2/s
factor from diffusion equation on grid: 0.10002 (dimensionless)
variance of point release: 376.34 nm^2
time-averaged factor on grid: 0.3909 (dimensionless)
time-averaged factor, formula: 0.3909 (dimensionless)
sqrt(D t) for the same process: 13.72 nm
2 sqrt(D t) for the same process: 27.44 nm
```
